# Specific contact resistivity of a 0.30 eV thermionic barrier

## Problem

A metal makes contact with an n-type semiconductor. Electrons pass between the two by thermionic emission over a barrier whose top lies an energy $\phi$ above the Fermi level of the metal. The specific contact resistivity is defined by the slope of the current density $J$ at zero voltage,

$$
\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}.
$$

Take $T=300$ K, $\phi=0.30$ eV and the Richardson constant $A^*=112\ \mathrm{A\,cm^{-2}\,K^{-2}}$.

(a) Derive $J(V)$ from the flux of electrons over the barrier.

(b) Find $\rho_c$ and show that it is about $2.8\times10^{-4}\ \Omega\,\mathrm{cm^2}$.

(c) Does the result change if the barrier height depends on the voltage?

(d) How large is the error made by using Boltzmann instead of Fermi–Dirac statistics?

(e) How sensitive is $\rho_c$ to the barrier height, the Richardson constant and the temperature?

(f) What is the interface resistance of a square contact of side 10 µm, and over what range of voltage may it be treated as a constant resistance?

## Assumptions and sign convention

An electron crosses if it reaches the barrier top and moves towards the other side; otherwise it does not cross. Tunnelling below the top and reflection above it are left out. The barrier has the same height over the whole contact, and $\phi$ is its actual height at zero bias, with any lowering by the image force already included. The conduction-band states at the top are described by one isotropic effective mass $m^*$.

The elementary charge $q$ is positive. A forward voltage $V>0$ raises the semiconductor Fermi level by $qV$ above that of the metal. Electrons then flow from semiconductor to metal, and the corresponding current is counted as positive. The whole of $V$ falls across the contact, and each side supplies electrons in equilibrium with its own Fermi level.

## Solution

### (a) Current over the barrier

Measure energies from the metal Fermi level. An electron at the barrier top with momentum $\mathbf p$ has energy $\phi+p^2/2m^*$. Let $x$ be the direction of crossing, and let the side that supplies the electrons have Fermi level $\mu$.

Phase space holds $2/h^3$ states per unit volume and unit momentum volume, the 2 coming from spin. Each occupied state carries charge across at the rate set by $v_x=p_x/m^*$. Since $\phi-\mu$ is much larger than $kT$, the occupation is close to the Boltzmann factor. The magnitude of the one-way current density is therefore

$$
J_1(\mu)=q\,\frac{2}{h^3}\int_{p_x>0}\frac{p_x}{m^*}\,
\exp\!\left[-\frac{\phi-\mu+p^2/2m^*}{kT}\right]d^3p .
$$

The exponential factorizes, because $p^2=p_x^2+p_y^2+p_z^2$. Each transverse integral is a Gaussian,

$$
\int_{-\infty}^{\infty}e^{-p_y^2/2m^*kT}\,dp_y=\sqrt{2\pi m^*kT},
$$

so the two together give $2\pi m^*kT$. In the forward integral put $\varepsilon=p_x^2/2m^*$, so that $d\varepsilon=p_x\,dp_x/m^*$:

$$
\int_0^\infty \frac{p_x}{m^*}\,e^{-p_x^2/2m^*kT}\,dp_x
=\int_0^\infty e^{-\varepsilon/kT}\,d\varepsilon=kT .
$$

Multiplying the factors gives

$$
J_1(\mu)=q\,\frac{2}{h^3}\,(2\pi m^*kT)(kT)\,e^{-(\phi-\mu)/kT}
=A^*T^2e^{-(\phi-\mu)/kT},
\qquad
A^*=\frac{4\pi q m^*k^2}{h^3}.
$$

For the free-electron mass this constant is $120.17\ \mathrm{A\,cm^{-2}\,K^{-2}}$. As $A^*$ is proportional to $m^*$, the given value 112 corresponds to $m^*=(112/120.17)\,m_e=0.932\,m_e$. This is the mass that reproduces the given constant in the isotropic model, not necessarily a band mass of a real semiconductor. An empirical Richardson constant can also contain the effects of several anisotropic valleys, reflection and scattering.

The semiconductor supplies electrons with $\mu=qV$ and the metal with $\mu=0$. Both streams pass through states at the same barrier top, so they share the same $A^*$ and $\phi$. The net current is their difference:

$$
J=J_1(qV)-J_1(0)=J_0\left(e^{qV/kT}-1\right),
\qquad J_0=A^*T^2e^{-\phi/kT}.
$$

At zero voltage the two streams are equal and $J=0$, as equilibrium requires. Each of them still has the magnitude $J_0$.

### (b) The contact resistivity

Differentiate with respect to $V$. The constant $-1$ drops out, and the exponential brings down a factor $q/kT$:

$$
\frac{dJ}{dV}=\frac{qJ_0}{kT}\,e^{qV/kT}
\quad\Longrightarrow\quad
\left.\frac{dJ}{dV}\right|_{V=0}=\frac{qJ_0}{kT}.
$$

The inverse is

$$
\rho_c=\frac{kT/q}{J_0}
=\frac{kT}{q}\,\frac{e^{\phi/kT}}{A^*T^2}
=\frac{k}{qA^*T}\,e^{\phi/kT}.
$$

The first form has a direct reading: the resistivity is the thermal voltage divided by the current density that flows each way in equilibrium. Its unit is V divided by $\mathrm{A\,cm^{-2}}$, which is $\Omega\,\mathrm{cm^2}$.

Now insert the numbers. The thermal voltage is

$$
\frac{kT}{q}=(8.61733\times10^{-5}\ \mathrm{V/K})(300\ \mathrm K)=0.025852\ \mathrm V .
$$

The barrier in units of $kT$ and its Boltzmann factor are

$$
\frac{\phi}{kT}=\frac{0.30}{0.025852}=11.6045,
\qquad e^{-\phi/kT}=9.1248\times10^{-6}.
$$

The one-way current density is then

$$
J_0=112\times300^2\times9.1248\times10^{-6}\ \mathrm{A\,cm^{-2}}
=91.98\ \mathrm{A\,cm^{-2}},
$$

and the resistivity follows:

$$
\rho_c=\frac{0.025852\ \mathrm V}{91.98\ \mathrm{A\,cm^{-2}}}
=2.81\times10^{-4}\ \Omega\,\mathrm{cm^2}
=2.81\times10^{-8}\ \Omega\,\mathrm{m^2}.
$$

This is the value to be shown, about $2.8\times10^{-4}\ \Omega\,\mathrm{cm^2}$. The numerical output below also gives the slope obtained by integrating the Fermi–Dirac flux over momentum and differencing the net current; it leads to the same resistivity.

The doping of the semiconductor does not appear in $\rho_c$. What counts is the height of the barrier top above the common Fermi level, which fixes how many electrons are found there. Within this model, doping can act only by changing $\phi$. The doping does, however, decide whether the model applies. The barrier top must lie several $kT$ above the bulk band edge, and drift and diffusion through the depletion layer must add little resistance. For n-type silicon with $\phi=0.30$ eV there is no band bending at all below about $3\times10^{14}\ \mathrm{cm^{-3}}$. The depletion layer adds roughly 15% to $\rho_c$ at $10^{16}$ and 5% at $10^{17}\ \mathrm{cm^{-3}}$, and tunnelling becomes important towards $10^{18}\ \mathrm{cm^{-3}}$.

If the barrier becomes thin enough for tunnelling, electrons below the top also contribute. A small forward voltage raises the occupation on the semiconductor side at every energy, so this contribution to $dJ/dV$ is positive. For the same barrier top, tunnelling taken by itself therefore lowers the resistivity. Reflection of electrons above the top acts the other way, since it reduces the current they carry. Whether the true resistivity ends up below or above the thermionic value depends on which effect is larger, and reflection can prevail even when tunnelling carries a large share of the current.

### (c) A barrier that depends on voltage

Let the barrier height be a smooth function $\phi(V)$, still measured from the metal Fermi level. Both streams now see the height $\phi(V)$, and

$$
J=A^*T^2e^{-\phi(V)/kT}\left(e^{qV/kT}-1\right).
$$

The product rule gives

$$
\frac{dJ}{dV}=A^*T^2e^{-\phi(V)/kT}
\left[\frac{q}{kT}\,e^{qV/kT}
-\frac{1}{kT}\frac{d\phi}{dV}\left(e^{qV/kT}-1\right)\right].
$$

At $V=0$ the last bracket vanishes, and with it the whole effect of $d\phi/dV$. What remains is the earlier result with $\phi=\phi(0)$. The physical reason is that a small change of the barrier alters two opposing streams that are equal at zero bias, so their difference is unaffected to first order in $V$.

At finite voltage the current does change. Take $\phi(V)=\phi(0)+0.2\,qV$. At 50 mV the current is multiplied, relative to that for a fixed barrier, by

$$
\exp\!\left(-\frac{0.2\times0.050}{0.025852}\right)=0.679 .
$$

The current is thus about 32% lower, while $\rho_c$ remains $2.81\times10^{-4}\ \Omega\,\mathrm{cm^2}$.

### (d) Fermi–Dirac statistics

Let $f(E)=1/(e^{E/kT}+1)$, where $E$ is the energy above the Fermi level of the supplying side. Introduce the forward energy $\varepsilon_x=p_x^2/2m^*$ and the transverse energy $\varepsilon_t=(p_y^2+p_z^2)/2m^*$. In polar coordinates the transverse momentum element is $2\pi p_t\,dp_t=2\pi m^*d\varepsilon_t$, and $p_x\,dp_x/m^*=d\varepsilon_x$ as before. Hence

$$
J_1(\mu)=\frac{4\pi q m^*}{h^3}\int_0^\infty d\varepsilon_x\int_0^\infty d\varepsilon_t\,
f(\phi+\varepsilon_x+\varepsilon_t-\mu),
$$

and the prefactor equals $A^*/k^2$.

The slope requires $dJ_1/d\mu$. Since $\mu$ and $\varepsilon_t$ enter $f$ with opposite signs, $\partial f/\partial\mu=-\partial f/\partial\varepsilon_t$. The transverse integral can then be done at once:

$$
\int_0^\infty\left(-\frac{\partial f}{\partial\varepsilon_t}\right)d\varepsilon_t
=f(\phi+\varepsilon_x-\mu),
$$

because $f$ vanishes at infinite energy. For the remaining integral, differentiation confirms that $-kT\ln\!\left(1+e^{-E/kT}\right)$ is an antiderivative of $f(E)$. Therefore

$$
\frac{dJ_1}{d\mu}=\frac{A^*}{k^2}\,kT\ln\!\left(1+e^{-(\phi-\mu)/kT}\right).
$$

With a fixed barrier, only the semiconductor stream depends on $V$, through $\mu=qV$. Thus $dJ/dV=q\,dJ_1/d\mu$, and at zero voltage

$$
\frac{1}{\rho_c^{\rm FD}}=\frac{qA^*T}{k}\,\ln\!\left(1+e^{-\phi/kT}\right).
$$

Write $y=e^{-\phi/kT}$. The Boltzmann result has $y$ in place of $\ln(1+y)=y-y^2/2+\dots$, so

$$
\frac{\rho_c^{\rm FD}}{\rho_c}=\frac{y}{\ln(1+y)}\approx\frac{1}{1-y/2}\approx1+\frac y2 .
$$

For the 0.30 eV barrier the relative correction is $9.1248\times10^{-6}/2=4.6\times10^{-6}$, which is negligible.

It is not negligible when $\phi$ is comparable with $kT$. For $\phi=0.03$ eV the Boltzmann formula gives $8.18\times10^{-9}\ \Omega\,\mathrm{cm^2}$, whereas Fermi–Dirac statistics give $9.41\times10^{-9}\ \Omega\,\mathrm{cm^2}$, about 15% more. The Boltzmann factor overstates the occupation near the barrier top and hence the slope of the current. This low-barrier case shows the effect of the statistics alone; the assumption that the whole voltage falls across the contact would need its own justification there.

### (e) Sensitivity to the inputs

**Barrier height.** If $\phi$ is replaced by $\phi+\delta$, the formula gives

$$
\frac{\rho_c(\phi+\delta)}{\rho_c(\phi)}=e^{\delta/kT}.
$$

For $\delta=0.01$ eV this factor is 1.472. A barrier known as $0.30\pm0.01$ eV would therefore place $\rho_c$ anywhere between $2.81\times10^{-4}/1.472=1.9\times10^{-4}$ and $2.81\times10^{-4}\times1.472=4.1\times10^{-4}\ \Omega\,\mathrm{cm^2}$. The two digits in the answer make sense because the problem specifies the barrier, not because a barrier height quoted to two decimals would determine them. A tenfold increase of $\rho_c$ requires a rise of $kT\ln10=0.0595$ eV.

**Richardson constant.** Here the dependence is only $\rho_c\propto1/A^*$. Using the free-electron value 120.17 instead of 112 multiplies the resistivity by $112/120.17=0.932$, a reduction of about 7%. A barrier change of only $0.025852\times\ln(1/0.932)\approx0.002$ eV has an effect of the same size.

**Temperature.** Keep $\phi$ and $A^*$ fixed and take the logarithm:

$$
\ln\rho_c=\ln\frac{k}{qA^*}-\ln T+\frac{\phi}{kT}.
$$

Here the logarithms refer to numerical values in fixed units, which do not affect the derivative. Differentiation gives

$$
\frac{d\ln\rho_c}{dT}=-\frac1T-\frac{\phi}{kT^2}
=-\frac1T\left(1+\frac{\phi}{kT}\right)
=-\frac{12.6045}{300\ \mathrm K}=-0.0420\ \mathrm{K^{-1}}.
$$

With $\phi$ and $A^*$ fixed, the resistivity near 300 K falls by about 4.2% per kelvin. A barrier that itself drifts with temperature adds $(d\phi/dT)/kT$; a drift of $-2.5\times10^{-4}$ eV/K, for example, would make the fall about 5.2% per kelvin. Nearly all of this comes from the Boltzmann factor: the term $\phi/kT=11.6$ outweighs the 1 that comes from the prefactor.

### (f) Resistance and the range of linear behaviour

A side of 10 µm is $10^{-3}$ cm, so the area is $S=10^{-6}\ \mathrm{cm^2}$. If the current is uniform over the contact,

$$
R=\frac{\rho_c}{S}=\frac{2.811\times10^{-4}\ \Omega\,\mathrm{cm^2}}{10^{-6}\ \mathrm{cm^2}}
\approx 281\ \Omega .
$$

This is the resistance of the interface alone. The semiconductor and the metal in series with it add their own resistance. If the current is crowded towards one edge, dividing by the full area is no longer justified.

To find the range of validity, compare $V/J$ at finite voltage with $\rho_c$. Let $x=qV/kT$. Using $J=J_0(e^x-1)$ and $\rho_c=(kT/q)/J_0$,

$$
\frac{V/J}{\rho_c}=\frac{V}{J_0(e^x-1)}\,\frac{J_0}{kT/q}=\frac{x}{e^x-1}.
$$

For small $x$, $e^x-1=x(1+x/2+x^2/6+\dots)$. Inverting the bracket to second order gives

$$
\frac{x}{e^x-1}=1-\frac x2-\frac{x^2}{6}+\frac{x^2}{4}+\dots
=1-\frac x2+\frac{x^2}{12}+\dots
$$

The limit $x\to0$ is 1, as the definition of $\rho_c$ requires. The leading deviation is linear in the voltage and changes sign with it. At $V=\pm5$ mV, $x=\pm0.193$, and the full expression gives 0.906 in the forward and 1.100 in the reverse direction. A single reading of $V/J$ at 5 mV would thus miss $\rho_c$ by 9 to 10%. The average of the two ratios is 1.003, because the linear terms cancel and only the term $x^2/12$ remains at leading order. These figures refer to a fixed barrier and to the ratio $V/J$. The differential resistance $(dJ/dV)^{-1}=\rho_c e^{-x}$ deviates about twice as much (0.824 and 1.213). With the voltage-dependent barrier of part (c) the linear term of $V/J$ becomes $(0.2-\tfrac12)x$, and the two ratios are 0.942 and 1.058.

The contact may therefore be treated as a constant resistance when $|V|\ll kT/q\approx26$ mV. In terms of current, the condition is $|I|\ll J_0S$, which is about 92 µA here. For a reverse voltage much larger than $kT/q$, the fixed-barrier current density tends to $-J_0$ and hardly grows with voltage. In the forward direction it grows exponentially only while $\phi-qV$ remains much larger than $kT$, as assumed in part (a), while the bands are still bent, and while the series resistance, left out here, takes up a negligible part of the voltage. The bands become flat at $qV=\phi-(E_c-E_F)$, with $E_c-E_F$ the distance of the bulk band edge from the Fermi level. For n-type silicon doped to $10^{16}\ \mathrm{cm^{-3}}$ this is only about 95 mV, and the spreading resistance under the 10 µm contact, roughly $200\ \Omega$, is then comparable with the interface resistance.

## Calculated quantities

```
Temperature: 300 K
Richardson constant: 112 A/(cm^2 K^2)
Barrier: 0.30 eV
Free-electron Richardson constant: 120.17 A/(cm^2 K^2)
Effective mass / electron mass: 0.9320 (no unit)
k/q: 8.61733e-05 V/K
Thermal voltage kT/q: 0.025852 V
phi/kT: 11.6045 (no unit)
exp(phi/kT): 1.0959e+05 (no unit)
exp(-phi/kT): 9.1248e-06 (no unit)
Prefactor k/(q A T): 2.5647e-09 ohm cm^2
J0, formula: 91.978 A/cm^2
J0, momentum integral: 91.977 A/cm^2
rho_c, formula: 2.8107e-04 ohm cm^2
rho_c, numerical slope: 2.8107e-04 ohm cm^2
rho_c, converted: 2.8107e-08 ohm m^2
Relative Fermi-Dirac correction to rho_c: 4.56e-06
Low test barrier: 0.03 eV
  rho_c, numerical slope: 9.4090e-09 ohm cm^2
  rho_c, Boltzmann formula: 8.1849e-09 ohm cm^2
Barrier shift d(phi)/d(qV): 0.2 (no unit)
  rho_c with this shift: 2.8107e-04 ohm cm^2
  current at 50 mV, shifted/fixed barrier: 0.679
Factor in rho_c for +0.01 eV barrier: 1.472
Barrier rise for tenfold rho_c: 0.0595 eV
d ln(rho_c)/dT: -4.20 percent per K
(V/J)/rho_c at +5 mV: 0.906 (no unit)
(V/J)/rho_c at -5 mV: 1.100 (no unit)
Contact side: 10 micrometre
Contact area: 1.0e-06 cm^2
Interface resistance: 281.1 ohm
```
